# Bond Currents and the Landauer Current through Any Dividing Surface

Electrons of one spin occupy orthonormal site orbitals, with creation operators \(c_i^\dagger\) and the Hamiltonian

\[
\hat H=\sum_{ij}H_{ij}\,c_i^\dagger c_j ,\qquad H_{ji}=H_{ij}^* .
\]

Hartree atomic units are used, so \(\hbar=1\), and currents count electrons per unit time. The one-particle density matrix is \(\rho_{ji}=\langle c_i^\dagger c_j\rangle\), which is Hermitian, and \(n_i=c_i^\dagger c_i\). The usual lesser function is \(G^<_{ji}(t,t')=i\langle c_i^\dagger(t')c_j(t)\rangle\), so at equal times \(G^<_{ji}=i\rho_{ji}\). It is convenient to remove the factor \(i\) and use \(G^n=-iG^<\), whose equal-time value is \(\rho\) itself.

The rate of change of the charge on a site follows from \(dn_i/dt=i[\hat H,n_i]\). The anticommutation rules give

\[
[c_a^\dagger c_b,\,c_i^\dagger c_i]=\delta_{bi}\,c_a^\dagger c_i-\delta_{ai}\,c_i^\dagger c_b .
\]

Multiplying by \(H_{ab}\), summing and taking the expectation value,

\[
\frac{d\langle n_i\rangle}{dt}
=i\sum_j\left(H_{ji}\rho_{ij}-H_{ij}\rho_{ji}\right).
\]

Since \(H\) and \(\rho\) are Hermitian, the first product is the complex conjugate of the second. For any complex \(z\), \(i(z^*-z)=i(-2i\,\mathrm{Im}\,z)=2\,\mathrm{Im}\,z\). Hence

\[
\frac{d\langle n_i\rangle}{dt}=\sum_j J_{i\leftarrow j},\qquad
J_{i\leftarrow j}=2\,\mathrm{Im}\left[H_{ij}\rho_{ji}\right].
\]

This is the continuity equation on a lattice. The term \(j=i\) vanishes because \(H_{ii}\) and \(\rho_{ii}\) are real. Exchanging \(i\) and \(j\) conjugates the product, so \(J_{j\leftarrow i}=-J_{i\leftarrow j}\): what enters one site leaves the other.

The continuity equation by itself fixes the sum over \(j\), not each term, since a current circulating around a loop could be added without changing any site's balance. The assignment to bonds is fixed by a further requirement: \(J_{i\leftarrow j}\) is the rate at which the single term \(H_{ij}c_i^\dagger c_j+H_{ji}c_j^\dagger c_i\) changes \(\langle n_i\rangle\). The commutator above, applied to that term alone, gives the stated expression. Density-density interactions commute with \(n_i\) and leave the formula unchanged, although they change \(\rho\).

In terms of the lesser function,

\[
J_{i\leftarrow j}=2\,\mathrm{Im}[H_{ij}G^n_{ji}(t,t)]=-2\,\mathrm{Re}[H_{ij}G^<_{ji}(t,t)] .
\]

The bond current is therefore an imaginary part when the lesser function is taken without its factor \(i\). With that factor kept, \(2\,\mathrm{Im}[H_{ij}G^<_{ji}]=2\,\mathrm{Re}[H_{ij}\rho_{ji}]\), which is the mean energy of the bond. It is symmetric in \(i\) and \(j\) and has no direction.

A uniform chain with \(H_{n+1,n}=-t\), \(t>0\), checks the sign. A plane wave \(\psi_n=e^{ikn}\) has energy \(-2t\cos k\) and \(\rho_{n,n+1}=\psi_n\psi_{n+1}^*=e^{-ik}\). Then \(J_{n+1\leftarrow n}=2\,\mathrm{Im}(-te^{-ik})=2t\sin k\), the group velocity, positive for a wave moving to the right.

Now let a finite device, with Hamiltonian block \(H_D\), be joined to two semi-infinite leads \(\alpha=L,R\), with Hamiltonians \(h_\alpha\) and couplings \(V_\alpha\) (rows: device sites, columns: lead sites). The leads are not coupled directly to each other. The electrons do not interact, or move in a fixed mean field contained in \(H\). Before the contact is made, each lead is filled according to its own Fermi function \(f_\alpha(E)\). A steady state is assumed to have been reached, and bound states are assumed absent, because they would retain a memory of the initial preparation.

The Heisenberg equations are linear. Fourier transformed, with \(c_\alpha\) and \(c_D\) denoting columns of operators, they read

\[
(E-h_\alpha)c_\alpha=V_\alpha^\dagger c_D,\qquad
(E-H_D)c_D=\sum_\alpha V_\alpha c_\alpha .
\]

The first is solved by the free motion \(c_\alpha^0\) of the isolated lead plus the response to the device:

\[
c_\alpha=c_\alpha^0+g_\alpha V_\alpha^\dagger c_D,\qquad
g_\alpha=(E+i0^+-h_\alpha)^{-1}.
\]

Insertion into the second gives

\[
c_D=G\sum_\alpha V_\alpha c_\alpha^0,\qquad
G=(E-H_D-\Sigma_L-\Sigma_R)^{-1},\qquad
\Sigma_\alpha=V_\alpha g_\alpha V_\alpha^\dagger .
\]

The initial device operators do not appear: their contribution has decayed into the leads.

The free lead motion is \(c^0_\alpha(E)=2\pi\delta(E-h_\alpha)c_\alpha(0)\), and its initial density matrix is \(f_\alpha(h_\alpha)\). Therefore

\[
\langle c_k^{0\dagger}(E')c_{k'}^0(E)\rangle
=2\pi\delta(E-E')\,f_\alpha(E)\,[a_\alpha(E)]_{k'k},
\]

where \(a_\alpha=2\pi\delta(E-h_\alpha)=i(g_\alpha-g_\alpha^\dagger)\), and different leads are uncorrelated. Define the broadening \(\Gamma_\alpha=V_\alpha a_\alpha V_\alpha^\dagger=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)\). The device correlation function is then \(2\pi\delta(E-E')G^n_{ji}(E)\), with

\[
G^n=G\Sigma^nG^\dagger,\qquad \Sigma^n=f_L\Gamma_L+f_R\Gamma_R .
\]

Transforming back to equal times leaves one energy integral, \(\rho=\int dE\,G^n(E)/2\pi\) on the device. Each bond current is accordingly

\[
J_{i\leftarrow j}=\int\frac{dE}{2\pi}\,J_{i\leftarrow j}(E),\qquad
J_{i\leftarrow j}(E)=2\,\mathrm{Im}[H_{ij}G^n_{ji}(E)] .
\]

The bonds between a lead and the device obey the same rule. From the solution for \(c_\alpha\), the lead-device block of the correlation function is

\[
G^n_{\alpha D}=f_\alpha a_\alpha V_\alpha^\dagger G^\dagger+g_\alpha V_\alpha^\dagger G^n .
\]

The first term correlates the free lead motion with the device motion it drives; the second is the lead's response to the device. Multiplying by \(V_\alpha\) and summing over the lead sites attached to site \(i\), the spectral current from lead \(\alpha\) into that site is

\[
s_i^\alpha(E)=2\,\mathrm{Im}\left[\Sigma_\alpha G^n+f_\alpha\Gamma_\alpha G^\dagger\right]_{ii}.
\]

Site-by-site conservation now follows from the definition of \(G\). Since \((E-H_D)G=1+(\Sigma_L+\Sigma_R)G\), multiplication from the right by \(\Sigma^nG^\dagger\) gives

\[
(E-H_D)G^n=(\Sigma_L+\Sigma_R)G^n+\Sigma^nG^\dagger .
\]

Take twice the imaginary part of the diagonal element \(i\). The term \(EG^n_{ii}\) drops out because \(G^n\) is Hermitian. On the left remains \(-\sum_jJ_{i\leftarrow j}(E)\), and on the right stands \(s_i^L+s_i^R\). Thus

\[
\sum_jJ_{i\leftarrow j}(E)+s_i^L(E)+s_i^R(E)=0 .
\]

In this steady state the balance holds at every site and at each energy.

A dividing surface places lead \(L\) and some set \(S\) of device sites on one side, and lead \(R\) with the remaining device sites on the other. The set \(S\) is arbitrary; it may be empty or disconnected. Sum the balance over \(i\in S\). Bonds with both ends in \(S\) occur twice with opposite signs and cancel, so the device bonds carry out of \(S\) the current

\[
\sum_{i\notin S}\sum_{j\in S}J_{i\leftarrow j}(E)
=\sum_{i\in S}\left(s_i^L+s_i^R\right).
\]

Some lead-device bonds may also cross. Lead \(L\) feeds sites outside \(S\), which contributes \(+\sum_{i\notin S}s_i^L\). Sites inside \(S\) may lose electrons to \(R\), which contributes \(-\sum_{i\in S}s_i^R\). The total is

\[
\sum_{i\in S}(s_i^L+s_i^R)+\sum_{i\notin S}s_i^L-\sum_{i\in S}s_i^R
=\sum_i s_i^L ,
\]

and \(S\) has disappeared. If \(S\) contains every site touched by \(L\) and none touched by \(R\), the two lead terms vanish and the device bonds suffice. Otherwise they must be included. A surface passing through a lead is covered by counting a finite piece of that lead as part of the device.

It remains to evaluate the common value. Write \(\Sigma_L=\Lambda_L-i\Gamma_L/2\) with \(\Lambda_L\) Hermitian. The trace of a product of two Hermitian matrices is real, so

\[
2\,\mathrm{Im}\,\mathrm{Tr}[\Sigma_LG^n]=-\mathrm{Tr}[\Gamma_LG^n].
\]

For the other term, \(2\,\mathrm{Im}\,z=-i(z-z^*)\) gives

\[
2\,\mathrm{Im}\,\mathrm{Tr}[\Gamma_LG^\dagger]
=-i\,\mathrm{Tr}[\Gamma_L(G^\dagger-G)]
=\mathrm{Tr}[\Gamma_LA],\qquad A=i(G-G^\dagger).
\]

Consequently

\[
\sum_is_i^L=f_L\,\mathrm{Tr}[\Gamma_LA]-\mathrm{Tr}[\Gamma_LG^n] ,
\]

injection into the available states minus return of the electrons present. The spectral function \(A\) is rewritten through

\[
G-G^\dagger=G\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger
=G\left[\Sigma_L+\Sigma_R-\Sigma_L^\dagger-\Sigma_R^\dagger\right]G^\dagger ,
\]

so that \(A=G(\Gamma_L+\Gamma_R)G^\dagger\). Here the Hermiticity of \(H_D\) is essential: an absorbing potential would leave an additional term. Inserting \(A\) and \(G^n\), the terms with two factors \(\Gamma_L\) cancel, and

\[
I=\int\frac{dE}{2\pi}\,T(E)\,[f_L(E)-f_R(E)],\qquad
T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].
\]

The trace is the Caroli formula. To identify this with the Landauer current, \(T\) must be shown to be a transmission probability summed over incoming modes. Let \(u_m\) be the states of the isolated lead \(L\) at energy \(E\), normalized to a delta function in energy, so that \(a_L=2\pi\sum_mu_mu_m^\dagger\). Joined to the device, each produces the device amplitude \(\psi_m=GV_Lu_m\), and hence

\[
G\Gamma_LG^\dagger=2\pi\sum_m\psi_m\psi_m^\dagger .
\]

With nothing arriving from \(R\), the rate of escape into \(R\) is \(-2\,\mathrm{Im}(\psi_m^\dagger\Sigma_R\psi_m)=\psi_m^\dagger\Gamma_R\psi_m\). The incoming part of an energy-normalized state is a wave of amplitude \(1/\sqrt{2\pi v}\), where \(v\) is its speed; its flux is \(v/(2\pi v)=1/2\pi\). The transmission probability of mode \(m\) is the ratio \(2\pi\psi_m^\dagger\Gamma_R\psi_m\), and the sum over \(m\) is \(\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]\).

This has \(L\) and \(R\) exchanged relative to \(T\), but the two traces agree. Repeating the algebra for \(A\) with the factors in the other order gives \(A=G^\dagger(\Gamma_L+\Gamma_R)G\) as well. Equating the two forms of \(\mathrm{Tr}[\Gamma_LA]\), the terms with two \(\Gamma_L\) are equal by cyclicity of the trace, which leaves

\[
\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]
=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]
=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\]

No time-reversal symmetry was used. Expanding \(\Gamma_R\) in the states \(w_n\) of lead \(R\) in the same way gives the Fisher-Lee form,

\[
T=\sum_{nm}|t_{nm}|^2,\qquad
t_{nm}=2\pi\,w_n^\dagger V_R^\dagger GV_Lu_m .
\]

For a small bias at low temperature, with \(T\) nearly constant across the window, \(I\approx T(\mu)(\mu_L-\mu_R)/2\pi\). For equal occupations, \(I=0\), but the individual bond currents need not vanish. If \(H\) is real, the equilibrium density matrix \(f(H)\) is real and each bond current is zero. A change of orbital phases leaves unchanged the total phase of the product of hoppings around any closed loop. When a magnetic flux makes that phase differ from a multiple of \(\pi\) for some loop, \(H\) therefore cannot be made real, and circulating currents are then allowed. The surface sum contains no trace of them.

A six-site ladder shows both effects. The top row has sites 1, 3, 5 and the bottom row sites 2, 4, 6, counted from left to right. Nearest neighbours are joined by hoppings of magnitude 0.05 hartree with negative sign. The elements \(H_{31}\) and \(H_{53}\) carry the phase \(e^{i\phi/2}\), and \(H_{42}\) and \(H_{64}\) carry \(e^{-i\phi/2}\), with \(\phi=\pi/3\) for each plaquette. Site 3 has energy 0.03 hartree; the other site energies are zero. Each lead is a two-row ladder with hopping \(-0.10\) hartree along it and \(-0.04\) hartree across it. Lead \(L\) is attached to sites 1 and 2, and lead \(R\) to sites 5 and 6, through hoppings of \(-0.05\) hartree. The occupations have \(\mu_L=0.02\), \(\mu_R=-0.02\) and \(kT=0.005\) hartree. These are round model parameters, and the bias enters through the occupations alone.

In units of \(10^{-3}\) atomic units, the steady currents are 7.25 from site 1 to 3 and 1.64 from 2 to 4. Farther on, they are 6.96 from 3 to 5 and 1.93 from 4 to 6, while the middle rung carries 0.29 from 3 to 4. The four surfaces that avoid the contacts give

\[
\begin{aligned}
S=\{1,2\}:&\quad 7.25+1.64=8.89,\\
S=\{1,2,3\}:&\quad 6.96+0.29+1.64=8.89,\\
S=\{1,2,4\}:&\quad 7.25-0.29+1.93=8.89,\\
S=\{1,2,3,4\}:&\quad 6.96+1.93=8.89 .
\end{aligned}
\]

The minus sign in the third line arises because the rung current there flows back into \(S\). The Landauer integral gives the same \(8.89\times10^{-3}\) atomic units, or 58.9 microampere per spin in magnitude. Electrons flow from \(L\) to \(R\), so the electric current points the other way.

The surface with \(S=\{1\}\) cuts the left contact. Its device bonds carry \(7.25-3.24=4.01\), where the negative term is the current from site 1 to 2. This is less than half of the total. The bond from \(L\) to site 2 also crosses and carries 4.88, which restores \(4.01+4.88=8.89\). All 64 choices of \(S\) were tested and agree with the Landauer value to rounding error. By contrast, the literal expression \(2\,\mathrm{Im}[H_{ij}G^<_{ji}]\), summed over the bonds 1–3 and 2–4, gives \(-0.051\) hartree, an energy.

The size of the current can be read as a mean transmission. The weight \(f_L-f_R\) integrates to \(\mu_L-\mu_R=0.04\) hartree, so the weighted mean of \(T\) is \(2\pi\times0.00889/0.04=1.40\), out of at most 2 for two incoming modes. At \(E=0.01\) hartree, \(T=1.685\), and explicit matching of waves in the leads gives the same value.

With both chemical potentials set to zero, the top row carries 3.43 to the right and the bottom row 3.43 to the left, so each surface sum vanishes. Relative to this equilibrium state, the bias has changed the top bond 1–3 by \(7.25-3.43=3.82\) and the bottom bond 2–4 by \(1.64+3.43=5.07\), again 8.89 in total. The top row thus carries most of the biased current although, measured from this reference, the larger change is in the bottom row. The split depends on the reference: measured from equilibrium with both potentials at \(-0.02\) hartree, where the circulating current is 2.69, the changes are 4.56 in the top bond and 4.33 in the bottom bond. A map of bond currents in a magnetic flux does not by itself show which path the bias-driven current takes.

The middle rung carries no equilibrium current, for a reason of symmetry. Reflecting left and right reverses the flux, and complex conjugation restores it; the impurity lies on the mirror line. The combined operation leaves the equilibrium state unchanged, maps this rung onto itself and reverses its current, which must therefore be zero. Unequal occupations break this symmetry, which allows the 0.29. At this bias, with \(\mu_L=-\mu_R\), the impurity is needed as well: without it, particle-hole conjugation combined with the left-right reflection still forces the rung current to zero.

The steady state itself was tested by evolving a finite system with 250 columns in each lead, starting from separated leads and an empty device. At time 1800 atomic units, before reflections from the far ends return, the bond currents differ from the Green-function values by at most \(4\times10^{-11}\) atomic units. At time 20 the surface sums still range from \(-25.1\) to 35.7 in units of \(10^{-3}\). The device is then filling. The sum for a set \(S\) exceeds that for a larger set containing it by the rate at which charge accumulates on the added sites; for sets that are not nested, the sites gained and the sites lost enter with opposite signs.

That is the general condition behind the result: equal sums require a steady charge between the surfaces and every crossing bond to be counted. The Landauer form with the Caroli trace as \(T\) was derived under a further assumption, namely coherent motion without interactions beyond a mean field. If an additional self-energy represents scattering inside the device, it adds its own terms to the site balance. Conservation must then be established for those terms, and the current is in general no longer given by \(T(f_L-f_R)\) alone. The bond currents of the biased state and of the equilibrium state with both chemical potentials at zero, together with the test deviations, are in the numerical output below.

## Computed values

```
Hopping: device 0.05, lead 0.1, contact 0.05 hartree
Lead rung hopping 0.04, impurity at site 3 0.03 hartree
Peierls phase per plaquette: 1.047198 rad
mu_L 0.02, mu_R -0.02, kT 0.005 hartree
Many-body bond test, largest error: 1.9e-09 a.u.
T at E = 0.01 hartree: Green function 1.685204, waves 1.685204
Bond currents a->b in 1e-3 a.u.: steady | time-evolved | equilibrium
  1->3:   7.25034 |   7.25034 |   3.43175
  3->5:   6.96126 |   6.96126 |   3.43175
  2->4:   1.63941 |   1.63941 |  -3.43175
  4->6:   1.92850 |   1.92850 |  -3.43175
  1->2:  -3.23882 |  -3.23882 |  -3.71888
  3->4:   0.28909 |   0.28909 |  -0.00000
  5->6:   2.27655 |   2.27655 |   3.71888
  L->1:   4.01152 |   4.01152 |  -0.28713
  L->2:   4.87824 |   4.87824 |   0.28713
  5->R:   4.68471 |   4.68471 |  -0.28713
  6->R:   4.20505 |   4.20505 |   0.28713
Surfaces avoiding the contacts, sum of bond currents in 1e-3 a.u.:
  left-hand sites [1, 2]: 8.889757
  left-hand sites [1, 2, 3]: 8.889757
  left-hand sites [1, 2, 4]: 8.889757
  left-hand sites [1, 2, 3, 4]: 8.889757
Landauer current: 8.889757 x 1e-3 a.u.
Landauer current, magnitude per spin: 58.8824 microampere
All 64 partitions, largest deviation: 6.9e-18 a.u.
Largest spectral current imbalance at a site: 1.1e-15
S = [1], device bonds only: 4.011520 x 1e-3 a.u.
S = [1], added bond L->2: 4.878237 x 1e-3 a.u.
S = [1], full surface sum: 8.889757 x 1e-3 a.u.
Literal 2 Im(H G_lesser), bonds 1-3 and 2-4: -0.051405 hartree
Finite leads: 250 columns each; late time 1800 a.u.
Late bond currents, largest deviation: 4.0e-11 a.u.
Late surface sums, largest deviation: 9.1e-11 a.u.
Late current through a cut inside lead L: 8.88974 x 1e-3 a.u.
Early time 20 a.u.: surface sums from -25.0791 to 35.7176 x 1e-3 a.u.
Equilibrium against diagonalization, largest error: 4.8e-16 a.u.
```
